Symmetrized plane waves and block sizes of the plane-wave Hamiltonian, part 1

(Sections cited here and not found follow in the second part.)

## First half: plane waves as a permuted set, and the size of the blocks

An operator that commutes with a symmetry group cannot connect functions belonging to different irreducible representations (irreps), and it cannot tell apart the partner functions within one irrep. If i and j number the partners, and a and b number repeated occurrences of the same irrep, the matrix of H must therefore have the form

⟨a; α i|H|b; β j⟩ = δ_αβ δ_ij h^α_ab.

Symmetry fixes this form whatever the strength of the potential. It leaves open how many values a takes, which is the size of the block h^α, and which combinations of basis functions carry the labels. For plane waves the first question is one of counting. A rotation turns a plane wave into another plane wave, so it acts on the basis as a permutation, and the trace of a permutation matrix is the number of objects left in place. These traces determine the block sizes.

### Setting and conventions

Hartree atomic units are used. The Hamiltonian is H = −½∇² + V(r), with a lattice-periodic local potential V and no spin-orbit coupling. The space group is assumed symmorphic: with a suitable origin, every symmetry is a point operation R about that origin followed by a lattice translation. Thus V(Rr) = V(r), where R is a real orthogonal matrix.

For a fixed wave vector k the basis consists of

|q⟩ = Ω^(−1/2) exp(iq·r), q = k + G,

where G is a reciprocal lattice vector and Ω is the volume of the primitive cell. Inner products are integrals over one cell. With V(G) = Ω⁻¹ ∫ V(r) exp(−iG·r) d³r, the matrix elements are

H(q,q′) = ½|q|² δ_qq′ + V(q−q′).

All waves with |q| below a chosen cutoff are kept; their number is N.

The little group K contains the point operations for which Rk = k + G_R, with G_R a reciprocal lattice vector, possibly zero. Its order is g. A translation multiplies every function at this k by the same phase, so it separates nothing further, and the point operations in K do the remaining work. They act on functions through

(P_R f)(r) = f(R⁻¹r).

This convention preserves the order of products: (P_R P_S f)(r) = (P_S f)(R⁻¹r) = f(S⁻¹R⁻¹r) = (P_RS f)(r).

The irreps of K are given by unitary matrices D^α(R) of dimension d_α, with characters χ_α(R) = Σ_i D^α_ii(R). A star s is the set of all waves reached from one wave q₀ by K, and |s| is its number of members. The stabilizer S of q₀ contains the operations with Rq₀ = q₀, and |S| is its order. For each q in the star, t_q denotes one chosen operation with t_q q₀ = q. Let

Π = (1/|S|) Σ_{X∈S} D^α(X),

and let the vectors u^a be an orthonormal basis of the space onto which Π projects.

### Theorem

Under these assumptions the following statements hold.

(a) Irrep α occurs in star s

m_α(s) = (1/g) Σ_R χ_α(R)* f_s(R)

times, where f_s(R) is the number of waves in s with Rq = q. The Hamiltonian splits into blocks of size N_α = Σ_s m_α(s), each repeated d_α times.

(b) The functions

|s a; α i⟩ = √(d_α/|s|) Σ_{q∈s} [D^α(t_q)u^a]_i* |q⟩

form an orthonormal basis of the retained space, and they transform as partner i of irrep α.

(c) In this basis H has the form displayed at the beginning, with

h^α(sa,s′b) = √(|s|/|s′|) Σ_{p∈s′} Σ_i u^a_i [D^α(t_p)u^b]_i* H(q₀,p),

where q₀ represents s. One row of the original matrix per star is sufficient.

### Lemma 1: Schur's lemma and orthogonality

Suppose that a matrix A satisfies A D^β(R) = D^α(R) A for every R, where α and β are irreps. Then A = 0 if α and β are inequivalent, and A is a multiple of the unit matrix if they are the same.

Proof. If Av = 0, then A D^β(R)v = D^α(R)Av = 0. The null space of A is therefore invariant under β and, because β is irreducible, it is either zero or the whole space. The range of A is invariant under α, since D^α(R)Av = A D^β(R)v, so it too is zero or the whole space. Hence A is zero or invertible. An invertible A would make the irreps equivalent, which settles the first case. In the second case A has an eigenvalue λ. The matrix A − λ1 also satisfies the condition and has a nonzero null vector, so it vanishes. ∎

Now fix j and l, and define A_ik = Σ_R D^α_ij(R) D^β_kl(R)*. In matrix form A = Σ_R D^α(R) Y D^β(R)†, where Y has a single nonzero element Y_jl = 1. Multiply by D^α(T) from the left and rename R′ = TR:

D^α(T)A = Σ_R′ D^α(R′) Y D^β(T⁻¹R′)† = A D^β(T⁻¹)† = A D^β(T).

The last equality uses unitarity. The lemma applies, so A vanishes for α ≠ β and equals λ1 for α = β. In the latter case the trace gives λd_α = g Tr Y = g δ_jl. Therefore

Σ_R D^α_ij(R) D^β_kl(R)* = (g/d_α) δ_αβ δ_ik δ_jl. (1)

Setting j = i and l = k, and summing over i and k, gives

Σ_R χ_α(R) χ_β(R)* = g δ_αβ. (2)

### Lemma 2: K permutes the waves

For R in K, P_R|q⟩ = |Rq⟩, and Rq is again in the retained basis.

Proof. An orthogonal matrix satisfies q·(R⁻¹r) = (Rq)·r. Hence exp(iq·R⁻¹r) = exp(i(Rq)·r), with no additional phase. Further,

Rq = Rk + RG = k + (G_R + RG).

The lattice symmetry makes RG a reciprocal lattice vector, so Rq belongs to the set k+G. Since |Rq| = |q|, the cutoff keeps both waves or neither. ∎

The retained set is thus a union of complete stars. Waves in one star have equal kinetic energy, but waves of equal kinetic energy can belong to different stars.

### Lemma 3: invariance of the matrix

For R in K, H(Rq,Rq′) = H(q,q′).

Proof. The kinetic term is unchanged because R preserves lengths and maps distinct waves to distinct waves. In the potential term substitute r = Rr′, with unit volume factor:

V(RG) = Ω⁻¹ ∫ V(Rr′) exp(−i(RG)·(Rr′)) d³r′ = Ω⁻¹ ∫ V(r′) exp(−iG·r′) d³r′ = V(G).

The rotated cell is another primitive cell, and the integral of a periodic function is the same over both. Setting G = q−q′ completes the proof. ∎

In operator form, the truncated H commutes with every P_R. A nonlocal potential obeying the same invariance may replace V without changing the rest of the argument.

### Proof of part (a)

On one star the operators P_R form a unitary representation. It is a sum of irreps, because the orthogonal complement of an invariant subspace is also invariant, so subspaces can be separated until none can be divided further. If β occurs m_β(s) times, the trace of P_R on the star is Σ_β m_β(s)χ_β(R).

The same trace can be read from the permutation matrix. Its diagonal element at q is ⟨q|Rq⟩, which is one if Rq = q and zero otherwise. Thus

f_s(R) = Σ_β m_β(s) χ_β(R).

Multiplication by χ_α(R)*, summation over R and equation (2) give the stated m_α(s). Adding the stars gives N_α occurrences of α in the basis. Since H commutes with K, Lemma 1 allows it to mix these occurrences while leaving the partner index unchanged. The matrix that mixes them has size N_α and appears once for each of the d_α partners. Part (c) derives it explicitly. ∎

At the identity every wave is fixed, so f_s(E) = |s| and

|s| = Σ_α d_α m_α(s), N = Σ_α d_α N_α. (3)

### Remark: the stabilizer decides the multiplicities

Each q in the star is reached from q₀ by the |S| operations t_qX with X in S, and by no others. Hence g = |s||S|. The stabilizer of q consists of the operations t_qXt_q⁻¹, and these have the same characters as the operations X. Exchanging the sum over operations with the sum over waves gives

m_α(s) = (1/g) Σ_{q∈s} Σ_{R: Rq=q} χ_α(R)* = (|s|/g) Σ_{X∈S} χ_α(X)* = (1/|S|) Σ_{X∈S} χ_α(X)*. (4)

Two limits follow. If S contains the identity alone, irrep α occurs d_α times. If S is all of K, equation (2) leaves the identity irrep alone, occurring once. For the identity irrep equation (4) always gives one, so its block size equals the number of stars.

### Worked count at the P point of a bcc crystal

Take a body-centred cubic lattice with one site per primitive cell. The translations along the cube edges require G = (2π/a)(h₁,h₂,h₃) with integer components. The translation (a/2)(1,1,1) requires h₁+h₂+h₃ to be even. The point considered is

k = (2π/a)(½,½,½).

The cubic point operations permute the three components and change some of their signs. Permutations leave this k unchanged, and each minus sign shifts one component by −1. The shift is a reciprocal lattice vector if the number of minus signs is even. That leaves 6·4 = 24 operations, which form the group T_d: the identity, eight threefold rotations C₃, three twofold rotations C₂, six fourfold rotation-reflections S₄ and six mirrors σ.

The matrices R themselves form the irrep T₂. Multiplication by det R gives T₁, and det R alone gives A₂. The functions x², y², z² are permuted; removing their invariant sum leaves E. The characters, in the order identity, C₃, C₂, S₄, σ, are

A₁: 1, 1, 1, 1, 1
A₂: 1, 1, 1, −1, −1
E: 2, −1, 2, 0, 0
T₁: 3, 0, −1, 1, −1
T₂: 3, 0, −1, −1, 1.

Each row satisfies equation (2); for T₂ the weighted sum of squares is 9 + 0 + 3 + 6 + 6 = 24. By equation (1) the matrix elements of inequivalent irreps are orthogonal vectors with 24 components, so Σ_α d_α² cannot exceed 24. Since 1+1+4+9+9 = 24, the list is complete.

All components of q are half-odd in units of 2π/a, hence nonzero. Changing the sign of one component shifts it by an odd integer and violates the even-sum rule, so the product of the three signs is fixed once the magnitudes are given. The waves with given magnitudes therefore form one star. An operation that fixes q must permute components of equal magnitude, and its signs are then determined. The stabilizer order is 6, 2 or 1 when three, two or none of the magnitudes are equal.

For the shortest star, of four waves, the fixed-wave counts over the five classes are 4, 1, 0, 0, 2. With the class sizes included,

m(A₁) = (4 + 8·1 + 6·2)/24 = 1,
m(A₂) = (4 + 8 − 12)/24 = 0,
m(E) = (2·4 − 8)/24 = 0,
m(T₁) = (3·4 − 12)/24 = 0,
m(T₂) = (3·4 + 12)/24 = 1.

A star of twelve waves has counts 12, 0, 0, 0, 2. It contains A₁, E and T₁ once each and T₂ twice; for T₂ the sum is (36+12)/24 = 2. A star of 24 waves has a trivial stabilizer and contains each irrep d_α times.

With the cutoff |q|² ≤ 8.75 (2π/a)² there are two stars of four waves, three of twelve and one of 24, together 68 waves. Two of these stars, one of twelve waves and one of four, share |q|² = 6.75 (2π/a)². The block sizes are

N(A₁) = 2 + 3 + 1 = 6,
N(A₂) = 1,
N(E) = 3 + 2 = 5,
N(T₁) = 3 + 3 = 6,
N(T₂) = 2 + 3·2 + 3 = 11.

Equation (3) confirms the total: 6 + 1 + 2·5 + 3·6 + 3·11 = 68. The A₂ state enters with the star of 24 waves. A cutoff just below that star would give no A₂ level at all, whatever the potential.

## Second half: projected waves, matrix elements and the limits of the count

The symbols needed from the first half are these. The little group K has order g and acts by P_R|q⟩ = |Rq⟩ on the waves q = k+G. A star s has representative q₀ with stabilizer S, and |s||S| = g. The operation t_q takes q₀ to q. The irrep matrices D^α(R) are unitary, with dimension d_α, and satisfy the orthogonality relation (1). The matrix Π is the average of D^α over S, and the vectors u^a span the space onto which it projects. The invariance H(Rq,Rq′) = H(q,q′) holds, and irrep α occurs m_α(s) times in star s. Parts (b) and (c) of the theorem remain to be proved.

### Lemma 4: the projection operators

Define

P^α_ij = (d_α/g) Σ_R D^α_ij(R)* P_R.

Then

P_T P^α_ij = Σ_k D^α_ki(T) P^α_kj, (5)

P^α_ij P^β_kl = δ_αβ δ_jk P^α_il, (P^α_ij)† = P^α_ji. (6)

Proof. Apply P_T and rename R′ = TR. The coefficient becomes D^α_ij(T⁻¹R′)* = Σ_k D^α_ik(T⁻¹)* D^α_kj(R′)*. Unitarity gives D^α_ik(T⁻¹)* = D^α_ki(T), which proves equation (5). Using equation (5) inside the product,

P^α_ij P^β_kl = (d_α/g) Σ_T Σ_n D^α_ij(T)* D^β_nk(T) P^β_nl.

By equation (1) the sum over T is (g/d_α) δ_αβ δ_ni δ_kj, which gives the first relation in (6). For the adjoint, P_R† = P_{R⁻¹}. Renaming R as R⁻¹ changes the coefficient to D^α_ij(R⁻¹) = D^α_ji(R)*, which is the coefficient in P^α_ji. ∎

With i = j, equation (6) says that P^α_ii is an orthogonal projector. It extracts the part of a function that transforms as partner i. An operator with i ≠ j carries partner j into partner i.

### Lemma 5: the stabilizer average

Π is an orthogonal projector of rank m_α(s), and D^α(X)Π = Π for every X in S.

Proof. Multiplication by X merely reorders the stabilizer, so D^α(X)Π = Π. Averaging this relation over X gives Π² = Π. Replacing X by X⁻¹ in the sum gives Π† = Π. The rank of a projector equals its trace, here (1/|S|) Σ_{X∈S} χ_α(X). This is the complex conjugate of equation (4), and a rank is real, so it equals m_α(s). ∎

The vectors u^a are therefore the vectors of the irrep left unchanged by every operation that leaves q₀ unchanged. Each of them provides one symmetrized wave for each partner.

Counting the waves fixed by each operation has given the block sizes, and the projection operators and the stabilizer average needed to build the symmetrized waves are now in place. It remains to prove parts (b) and (c) of the theorem, to compute the levels of the bcc example, and to examine where the simple count must be modified.
